# Predicting Channel Mobility at 400 K from Two Measurements: a program that tests the result

```python
"""
Result under test: channel mobility at temperature T from two measurements,
  1/mu(T) = 1/mu_cold + (1/mu_room - 1/mu_cold) * N(T)/N(T_room),
  N(T) = 1/(exp(E_ph/(k_B T)) - 1).
mu_cold, mu_room: mobilities at 10 K and 300 K; E_ph: optical phonon energy;
N: mean phonon number. Residual scattering is independent of temperature.
The program also sizes phonon emission, filled states and acoustic phonons.
Energies are in eV, temperatures in K, mobilities in cm2/Vs unless noted.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

k_ev = const.k / const.e
T_cold, T_room, T_hot = 10.0, 300.0, 400.0
mu_cold, mu_room = 10000.0, 2000.0
phonon_energy = 0.092
mass_ratio = 0.2
mass = mass_ratio * const.m_e


def occupation(temperature, energy=phonon_energy):
    return 1.0 / np.expm1(energy / (k_ev * temperature))


def phonon_mobility(temperature):
    room_value = 1.0 / (1.0 / mu_room - 1.0 / mu_cold)
    return room_value * occupation(T_room) / occupation(temperature)


def predicted_mobility(temperature):
    return 1.0 / (1.0 / mu_cold + 1.0 / phonon_mobility(temperature))


# Oscillator states on a grid give the absorption and emission weights.
position = np.linspace(-10.0, 10.0, 1501)
step = position[1] - position[0]
levels, states = eigh_tridiagonal(
    1.0 / step**2 + 0.5 * position**2,
    np.full(position.size - 1, -0.5 / step**2),
    select="i", select_range=(0, 14))
position_matrix = states.T @ (position[:, None] * states)
neighbour_weight = 2.0 * np.diag(position_matrix, 1)**2


def oscillator_weights(temperature):
    boltzmann = np.exp(-(levels - levels[0]) * phonon_energy
                       / (k_ev * temperature))
    probability = boltzmann / boltzmann.sum()
    absorption = np.sum(probability[1:] * neighbour_weight)
    emission = np.sum(probability[:-1] * neighbour_weight)
    return absorption, emission


for temperature in (T_room, T_hot):
    absorption, emission = oscillator_weights(temperature)
    assert abs(absorption / occupation(temperature) - 1.0) < 2e-3
    assert abs(emission / (occupation(temperature) + 1.0) - 1.0) < 2e-3
assert occupation(T_cold) < 1e-20

# Two independent random collision clocks: drift is averaged over time.
random = np.random.default_rng(12)


def simulated_mobility(first_mobility, second_mobility, flights=2000000):
    first_time = first_mobility * 1e-4 * mass / const.e
    second_time = second_mobility * 1e-4 * mass / const.e
    flight = np.minimum(random.exponential(first_time, flights),
                        random.exponential(second_time, flights))
    distance_per_field = 0.5 * const.e / mass * np.sum(flight**2)
    return distance_per_field / np.sum(flight) * 1e4


simulation_room = simulated_mobility(mu_cold, phonon_mobility(T_room))
weight_ratio = oscillator_weights(T_hot)[0] / oscillator_weights(T_room)[0]
simulation_hot = simulated_mobility(
    mu_cold, phonon_mobility(T_room) / weight_ratio)
mu_hot = predicted_mobility(T_hot)
# Sampling error is about 0.2 percent.
assert abs(simulation_room / mu_room - 1.0) < 0.01
assert abs(simulation_hot / mu_hot - 1.0) < 0.01
assert abs(mu_hot - 900.0) < 25.0

# Temperature sensitivity: derived expression against finite difference.
exponent = (-mu_hot / phonon_mobility(T_hot)
            * phonon_energy / (k_ev * T_hot) * (1.0 + occupation(T_hot)))
difference = (np.log(predicted_mobility(T_hot * 1.0001))
              - np.log(predicted_mobility(T_hot * 0.9999)))
numerical_exponent = difference / (np.log(1.0001) - np.log(0.9999))
assert abs(exponent - numerical_exponent) < 1e-5

# Kinetic average in a two-dimensional parabolic band.
energy = np.linspace(0.0, 1.6, 160001)


def fermi_energy(density_cm2):
    return (np.pi * const.hbar**2 * density_cm2 * 1e4 / mass) / const.e


def kinetic_mobility(temperature, density_cm2, coupling, allow_emission=True):
    thermal = k_ev * temperature
    chemical = thermal * np.log(np.expm1(fermi_energy(density_cm2) / thermal))

    def filled(value):
        return expit((chemical - value) / thermal)

    number = occupation(temperature)
    upper = filled(energy + phonon_energy)
    rate = number * (1.0 - upper) + (number + 1.0) * upper
    if allow_emission:
        lower = filled(energy - phonon_energy)
        downward = (number + 1.0) * (1.0 - lower) + number * lower
        rate = rate + np.where(energy >= phonon_energy, downward, 0.0)
    weight = energy * filled(energy) * expit((energy - chemical) / thermal)
    return mu_cold * np.sum(weight / (1.0 + coupling * rate)) / np.sum(weight)


def refitted_prediction(density_cm2, allow_emission=True):
    coupling = brentq(lambda value: kinetic_mobility(
        T_room, density_cm2, value, allow_emission) - mu_room, 0.1, 1e5)
    cold = kinetic_mobility(T_cold, density_cm2, coupling, allow_emission)
    assert abs(cold / mu_cold - 1.0) < 1e-3
    return kinetic_mobility(T_hot, density_cm2, coupling, allow_emission)


dense, dilute = 1e13, 1e10
mu_absorption_only = refitted_prediction(dilute, False)
mu_dilute = refitted_prediction(dilute)
mu_dense = refitted_prediction(dense)
# The small remaining filling of a dilute gas limits this comparison.
assert abs(mu_absorption_only / mu_hot - 1.0) < 0.01
assert mu_dilute < mu_absorption_only
assert abs(mu_dilute / mu_hot - 1.0) < 0.25
assert abs(mu_dense / mu_hot - 1.0) < 0.25

# Acoustic scattering: thermal sum for a 1 meV mode, then a trial share.
quantum_numbers = np.arange(3000)


def acoustic_weight(temperature):
    probability = np.exp(-quantum_numbers * 0.001 / (k_ev * temperature))
    probability /= probability.sum()
    return np.sum(probability * (2 * quantum_numbers + 1))


acoustic_ratio = acoustic_weight(T_hot) / acoustic_weight(T_room)
assert abs(acoustic_ratio / (T_hot / T_room) - 1.0) < 0.002
acoustic_room = 10000.0
temperatures = np.array([T_cold, T_room, T_hot])
basis = np.column_stack((np.ones(3), occupation(temperatures)))
acoustic_inverse = temperatures / (T_room * acoustic_room)
target = np.array([1.0 / mu_cold, 1.0 / mu_room]) - acoustic_inverse[:2]
coefficients = np.linalg.solve(basis[:2], target)
assert np.all(coefficients > 0.0)
mu_with_acoustic = 1.0 / (basis[2] @ coefficients + acoustic_inverse[2])
assert mu_with_acoustic > mu_hot

wrong_scaling = mu_room * occupation(T_room) / occupation(T_hot)
warmer = predicted_mobility(T_hot + 10.0)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def percent(value):
    return 100.0 * (value / mu_hot - 1.0)


show("Input mobility at 10 K", mu_cold, "cm2/Vs")
show("Input mobility at 300 K", mu_room, "cm2/Vs")
show("Phonon energy", phonon_energy * 1000, "meV")
for temperature in temperatures:
    show(f"Thermal energy at {temperature:.0f} K",
         k_ev * temperature * 1000, "meV")
    show(f"Phonon energy / thermal energy at {temperature:.0f} K",
         phonon_energy / (k_ev * temperature))
    show(f"Phonon number at {temperature:.0f} K",
         occupation(temperature), "(dimensionless)", 4)
show("Phonon number ratio 400 K / 300 K",
     occupation(T_hot) / occupation(T_room), "(dimensionless)", 4)
show("Phonon mobility at 300 K", phonon_mobility(T_room), "cm2/Vs")
show("Phonon mobility at 400 K", phonon_mobility(T_hot), "cm2/Vs", 4)
show("Predicted mobility at 400 K", mu_hot, "cm2/Vs", 4)
show("Predicted mobility at 400 K in SI", mu_hot * 1e-4, "m2/Vs", 4)
show("Collision simulation at 300 K", simulation_room, "cm2/Vs", 4)
show("Collision simulation at 400 K", simulation_hot, "cm2/Vs", 4)
show("Wrong scaling of total mobility", wrong_scaling, "cm2/Vs", 4)
show("Logarithmic temperature slope at 400 K", exponent, "", 4)
show("Predicted mobility at 410 K", warmer, "cm2/Vs", 4)
show("Change from 400 K to 410 K", percent(warmer), "%", 3)
show("Model mass", mass_ratio, "electron masses")
show("Dense sheet density", dense, "cm-2")
show("Dense zero-temperature Fermi energy",
     fermi_energy(dense) * 1000, "meV", 4)
show("Dilute sheet density", dilute, "cm-2")
show("Dilute, absorption only, 400 K", mu_absorption_only, "cm2/Vs", 4)
show("Dilute, with emission, 400 K", mu_dilute, "cm2/Vs", 4)
show("Shift for dilute gas with emission", percent(mu_dilute), "%", 3)
show("Dense, emission and filling, 400 K", mu_dense, "cm2/Vs", 4)
show("Shift for dense gas", percent(mu_dense), "%", 3)
show("Trial acoustic mobility at 300 K", acoustic_room, "cm2/Vs")
show("Acoustic rate ratio 400 K / 300 K, 1 meV mode", acoustic_ratio)
show("With acoustic share, 400 K", mu_with_acoustic, "cm2/Vs", 4)
show("Shift for acoustic share", percent(mu_with_acoustic), "%", 3)
print("all tests passed")
```

Printed output:

```
Input mobility at 10 K: 10000 cm2/Vs
Input mobility at 300 K: 2000 cm2/Vs
Phonon energy: 92 meV
Thermal energy at 10 K: 0.86173 meV
Phonon energy / thermal energy at 10 K: 106.76
Phonon number at 10 K: 4.306e-47 (dimensionless)
Thermal energy at 300 K: 25.852 meV
Phonon energy / thermal energy at 300 K: 3.5587
Phonon number at 300 K: 0.02931 (dimensionless)
Thermal energy at 400 K: 34.469 meV
Phonon energy / thermal energy at 400 K: 2.669
Phonon number at 400 K: 0.07448 (dimensionless)
Phonon number ratio 400 K / 300 K: 2.541 (dimensionless)
Phonon mobility at 300 K: 2500 cm2/Vs
Phonon mobility at 400 K: 983.8 cm2/Vs
Predicted mobility at 400 K: 895.7 cm2/Vs
Predicted mobility at 400 K in SI: 0.08957 m2/Vs
Collision simulation at 300 K: 1998 cm2/Vs
Collision simulation at 400 K: 895.4 cm2/Vs
Wrong scaling of total mobility: 787 cm2/Vs
Logarithmic temperature slope at 400 K: -2.611
Predicted mobility at 410 K: 840.1 cm2/Vs
Change from 400 K to 410 K: -6.2 %
Model mass: 0.2 electron masses
Dense sheet density: 1e+13 cm-2
Dense zero-temperature Fermi energy: 119.7 meV
Dilute sheet density: 1e+10 cm-2
Dilute, absorption only, 400 K: 895.9 cm2/Vs
Dilute, with emission, 400 K: 798 cm2/Vs
Shift for dilute gas with emission: -10.9 %
Dense, emission and filling, 400 K: 1015 cm2/Vs
Shift for dense gas: 13.3 %
Trial acoustic mobility at 300 K: 10000 cm2/Vs
Acoustic rate ratio 400 K / 300 K, 1 meV mode: 1.3333
With acoustic share, 400 K: 999.2 cm2/Vs
Shift for acoustic share: 11.6 %
all tests passed
```
